# Defect-assisted generation and dark current in a depleted semiconductor layer

A photodiode under reverse bias passes a current even in the dark. One source of it is the thermal generation of electron–hole pairs at defects inside the depleted layer. This problem finds the generation rate, its dependence on the defect energy, and the current it produces.

The semiconductor has band edges \(E_v\) and \(E_c\), gap \(E_g=E_c-E_v\), and isotropic parabolic bands with effective masses \(m_v\) and \(m_c\). It contains \(N_t\) identical defects per volume, each of which is either empty or filled with one electron. The lattice is at temperature \(T\). The algebra uses atomic units, \(\hbar=m_e=e=1\), with \(kT\) kept as an energy. Numbers are in eV, Å and seconds.

The numerical example is a model semiconductor with \(E_g=1\) eV, \(kT=0.025\) eV, \(m_c=0.3\), \(m_v=0.6\) and \(N_t=10^{-10}\) Å\(^{-3}\). The coefficient for capturing either carrier is \(c=10^{16}\) Å\(^3\)/s, unless stated otherwise.

## (a) The intrinsic reference

**Find the equilibrium carrier densities in terms of the intrinsic density \(n_i\) and the intrinsic Fermi level \(E_i\). Where does \(E_i\) lie?**

**Solution.** Let \(\varepsilon\) be the energy above \(E_c\). Including spin, the conduction band has \((2m_c)^{3/2}\sqrt{\varepsilon}/(2\pi^2)\) states per volume and energy. If the Fermi level \(E_F\) lies many \(kT\) below \(E_c\), the Fermi function reduces to a Boltzmann factor, and

\[
n_0=\frac{(2m_c)^{3/2}}{2\pi^2}\,e^{-(E_c-E_F)/kT}\int_0^\infty\!\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon .
\]

The integral equals \(\tfrac12\sqrt{\pi}\,(kT)^{3/2}\). Collecting the factors gives

\[
n_0=N_c\,e^{-(E_c-E_F)/kT},\qquad N_c=2\left(\frac{m_c kT}{2\pi}\right)^{3/2}.
\]

The same calculation for holes gives \(p_0=N_v e^{-(E_F-E_v)/kT}\), with \(m_v\) replacing \(m_c\) in the prefactor.

The intrinsic level is the value of \(E_F\) at which \(n_0=p_0\). Taking the logarithm of that equality,

\[
\ln N_c-\frac{E_c-E_i}{kT}=\ln N_v-\frac{E_i-E_v}{kT},
\]

and solving for \(E_i\),

\[
E_i=\frac{E_c+E_v}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}
=\frac{E_c+E_v}{2}+\frac{3kT}{4}\ln\frac{m_v}{m_c}.
\]

The product \(n_0p_0=N_cN_ve^{-E_g/kT}\) does not contain \(E_F\). At \(E_F=E_i\) it equals \(n_i^2\), so

\[
n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}.
\]

Measured from the intrinsic case, the densities are

\[
n_0=n_i e^{(E_F-E_i)/kT},\qquad p_0=n_i e^{-(E_F-E_i)/kT}.
\]

In the example, \(N_c=3.921\times10^{-6}\) Å\(^{-3}\) and \(N_v=1.109\times10^{-5}\) Å\(^{-3}\). The square root of their product is \(6.595\times10^{-6}\) Å\(^{-3}\). Multiplication by \(e^{-20}=2.061\times10^{-9}\) gives \(n_i=1.359\times10^{-14}\) Å\(^{-3}\). The intrinsic level is \(0.75\times0.025\times\ln2=0.013\) eV above midgap, or 0.513 eV above \(E_v\). It coincides with midgap when the two masses are equal.

## (b) Emission from the defect

**An empty defect captures electrons at rate \(c_n n\), and a filled one captures holes at rate \(c_p p\). Find the rates \(e_n\) and \(e_p\) at which the defect emits electrons and holes.**

**Solution.** Define the effective defect level \(E_t\) as the Fermi level at which the equilibrium occupation is one half. The occupation at any \(E_F\) is then

\[
f_0=\frac{1}{1+e^{(E_t-E_F)/kT}},\qquad \frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}.
\]

Any degeneracy of the defect states is contained in \(E_t\); part (f) separates it.

In equilibrium each microscopic process is balanced by its own reverse. Electron capture therefore balances electron emission, without help from the valence band:

\[
c_n n_0(1-f_0)=e_nf_0 .
\]

Solving for \(e_n\) and inserting \(n_0\) from part (a),

\[
e_n=c_n\,n_i\,e^{(E_F-E_i)/kT}\,e^{(E_t-E_F)/kT}=c_n n_i e^{x},
\qquad x=\frac{E_t-E_i}{kT}.
\]

A hole is captured when the defect's electron drops into an empty valence state. A hole is emitted when a valence electron fills an empty defect. The balance \(c_pp_0f_0=e_p(1-f_0)\) gives

\[
e_p=c_p\,n_i\,e^{-(E_F-E_i)/kT}\,e^{-(E_t-E_F)/kT}=c_p n_i e^{-x}.
\]

The Fermi level has cancelled from both rates. Raising the defect level makes electron emission faster and hole emission slower, while the product \(e_ne_p=c_nc_pn_i^2\) stays fixed.

These rates will now be used away from equilibrium. That assumes that emission is driven by the lattice at temperature \(T\), and that the electric field neither lowers the emission barrier nor permits tunnelling. For a defect that attracts the emitted carrier by a Coulomb force, in a crystal with dielectric constant 11.7, the field lowers the barrier by about 0.02 eV at \(10^4\) V/cm and 0.07 eV at \(10^5\) V/cm, comparable to or larger than \(kT\). Reverse-biased junctions reach such fields. Only one of the two rates is raised in this way, so the generation rate grows and its maximum moves away from the position found below. The rates and currents below are therefore low-field values.

## (c) The net generation rate

**For given steady densities \(n\) and \(p\), find the defect occupation \(f\) and the net number \(G\) of pairs generated per volume and time.**

**Solution.** Two processes fill the defect and two empty it:

\[
\frac{df}{dt}=(c_nn+e_p)(1-f)-(e_n+c_pp)f .
\]

Setting the derivative to zero gives

\[
f=\frac{c_nn+e_p}{D},\qquad 1-f=\frac{e_n+c_pp}{D},\qquad D=c_nn+e_p+e_n+c_pp .
\]

The net rate at which electrons enter the conduction band is emission minus capture:

\[
G=N_t\left[e_nf-c_nn(1-f)\right]
=\frac{N_t}{D}\left[e_nc_nn+e_ne_p-c_nne_n-c_nc_pnp\right].
\]

The first and third terms cancel. In a steady state the defects store no additional charge, so holes enter the valence band at this same rate, and \(G\) does count pairs. With \(e_ne_p=c_nc_pn_i^2\),

\[
G=\frac{N_tc_nc_p\,(n_i^2-np)}{c_n(n+n_ie^{x})+c_p(p+n_ie^{-x})}.
\]

Define the capture lifetimes \(\tau_n=1/(c_nN_t)\) and \(\tau_p=1/(c_pN_t)\). Dividing numerator and denominator by \(N_tc_nc_p\) turns the coefficient \(c_n\) in the denominator into \(1/(c_pN_t)=\tau_p\), and \(c_p\) into \(\tau_n\):

\[
G=\frac{n_i^2-np}{\tau_p(n+n_ie^{x})+\tau_n(p+n_ie^{-x})}.
\]

The sign is that of \(n_i^2-np\). There is net generation when the carrier product lies below its equilibrium value, net recombination when it lies above, and neither in equilibrium.

## (d) The depleted region with equal lifetimes

**The field removes carriers so effectively that \(n\) and \(p\) can be neglected, and \(\tau_n=\tau_p=\tau\). Find \(G\), and state how small \(n\) and \(p\) must be.**

**Solution.** With \(n=p=0\) the general rate becomes

\[
G=\frac{n_i^2}{\tau n_i(e^{x}+e^{-x})}.
\]

Since \(e^x+e^{-x}=2\cosh x\),

\[
\boxed{G=\frac{n_i}{2\tau\cosh\!\left(\dfrac{E_t-E_i}{kT}\right)}}
\]

To find the conditions, keep \(n\) and \(p\) in the equal-lifetime rate and divide by this result, here called \(G_{\rm dep}\):

\[
\frac{G}{G_{\rm dep}}=\frac{1-np/n_i^2}{1+(n+p)/(2n_i\cosh x)} .
\]

Both \(np\ll n_i^2\) and \(n+p\ll2n_i\cosh x\) are required. For \(n=p=0.01\,n_i\) and \(x=0\), the ratio is \((1-10^{-4})/1.01=0.990\). The 1% loss comes almost entirely from the denominator, that is, from carriers recaptured by the defects.

The first condition alone is not enough. Near the n-type edge of a junction, holes may be absent while electrons are still plentiful. If \(p\to0\) and \(n\gg2n_i\cosh x\), the general rate tends to

\[
G\simeq\frac{n_i^2}{\tau n},
\]

which is much smaller than \(G_{\rm dep}\) and no longer depends on the defect energy. The electrons keep the defects filled, and a filled defect cannot emit a hole.

The result also presumes a steady state. Without free carriers, \(df/dt=e_p-(e_n+e_p)f\), so the occupation relaxes at the rate \(e_n+e_p=2n_i\cosh x/(\tau N_t)\). This is slowest at \(x=0\), where the example gives \(2\times135.9=272\) s\(^{-1}\), a relaxation time of 3.7 ms. A defect that starts filled emits electrons at \(1+e^{2x}e^{-(e_n+e_p)t}\) times the steady rate, so a level above \(E_i\) needs many more than \(2x\) of its own, shorter, relaxation times: at 0.10 eV above \(E_i\) the factor is still \(1+e^{3}=21\) after five of them. In the example, about five times the longest relaxation time, 3.7 ms, after the bias is switched on brings every level within 1% of the formula.

In an electric field the bands tilt, but \(E_t\) and \(E_i\) shift together with the electrostatic potential. Their difference is the same everywhere in a uniform material, and so is \(G\) in the depleted region.

## (e) The most harmful defect energy

**At fixed \(\tau\), \(n_i\) and \(T\), which defect energy maximises \(G\)? Explain the result through the emission rates, and find how sharp the maximum is.**

**Solution.** Differentiating the result of part (d),

\[
\frac{dG}{dE_t}=-\frac{n_i}{2\tau kT}\,\frac{\sinh x}{\cosh^2x}.
\]

This is positive for \(x<0\), zero at \(x=0\) and negative for \(x>0\). There is one maximum, at

\[
\boxed{E_t=E_i,\qquad G_{\max}=\frac{n_i}{2\tau}}
\]

The defect level must coincide with the intrinsic level. In the example a defect at midgap has \(x=-0.013/0.025=-0.52\) and generates \(1/\cosh 0.52=0.88\) of the maximum.

To see the reason, follow one defect without free carriers. It must emit an electron, then a hole, then an electron again. It waits on average \(1/e_n\) while filled and \(1/e_p\) while empty, so each pair takes a mean time \(1/e_n+1/e_p\), and

\[
G=\frac{N_t}{1/e_n+1/e_p}=N_t\frac{e_ne_p}{e_n+e_p}.
\]

This agrees with part (c) at \(n=p=0\). The product \(e_ne_p\) is fixed, so the cycle is shortest when the sum \(e_n+e_p\) is smallest, which happens when the two rates are equal. Moving the level speeds up one emission but slows the other by the same factor, and the slow one limits the cycle. The occupation shows which step is waiting:

\[
f=\frac{e_p}{e_n+e_p}=\frac{1}{1+e^{2x}} .
\]

It is one half at the maximum. A high level is mostly empty, waiting to emit a hole; a low level is mostly filled, waiting to emit an electron.

In the example \(\tau=1/(10^{16}\times10^{-10})=10^{-6}\) s, and

\[
G_{\max}=\frac{1.359\times10^{-14}}{2\times10^{-6}}=6.80\times10^{-9}\ \text{Å}^{-3}\,\text{s}^{-1},
\]

or \(6.80\times10^{15}\) cm\(^{-3}\) s\(^{-1}\). Each emission takes on average \(1/135.9=7.36\times10^{-3}\) s, so one defect delivers a pair every 14.7 ms. If the level is raised by 0.10 eV, the electron leaves after \(1/7421=1.3\times10^{-4}\) s, but the hole emission takes \(1/2.490=0.402\) s. The rate falls to 3.7% of its maximum.

Half the maximum is reached when \(\cosh x=2\), so the full width is

\[
\Delta E_t=2kT\,\operatorname{arccosh}2=2\times0.025\times1.317=0.0658\ \text{eV}.
\]

This is narrow compared with the gap of 1 eV.

Far from the maximum, \(2\cosh x\simeq e^{|x|}\) and

\[
G\simeq\frac{n_i}{\tau}e^{-|E_t-E_i|/kT}.
\]

The relative error of this form is \(e^{-2|x|}\). At 0.20 eV from \(E_i\) it gives \(G/G_{\max}=2e^{-8}=6.7\times10^{-4}\). For a level above \(E_i\), the combination \(n_ie^{-x}\) is the hole density that would exist with the Fermi level at \(E_t\), which is \(N_ve^{-(E_t-E_v)/kT}\). Hence

\[
G\simeq\frac{N_v}{\tau}\,e^{-(E_t-E_v)/kT}.
\]

Apart from any degeneracy contained in \(E_t\), the Boltzmann factor contains the energy needed to lift a valence electron to the defect, the larger of the two steps across the gap. For a level far below \(E_i\) the larger step is from the defect to the conduction band, and the factor is \(e^{-(E_c-E_t)/kT}\).

These comparisons hold \(\tau\) fixed. Real defects with different levels also have different capture coefficients, so a defect away from \(E_i\) can generate more than one at \(E_i\) if it captures carriers fast enough or is more abundant.

## (f) What moves the maximum

**How does the best energy change if the lifetimes differ, if some carriers remain, or if the defect states are degenerate?**

**Solution.** *Unequal lifetimes.* With \(n=p=0\), part (c) gives

\[
G=\frac{n_i}{\tau_pe^{x}+\tau_ne^{-x}} .
\]

Let \(x_0=\tfrac12\ln(\tau_n/\tau_p)\). Then \(\tau_p=\sqrt{\tau_n\tau_p}\,e^{-x_0}\) and \(\tau_n=\sqrt{\tau_n\tau_p}\,e^{x_0}\), so that

\[
G=\frac{n_i}{2\sqrt{\tau_n\tau_p}\,\cosh(x-x_0)} .
\]

The curve keeps its shape. Its maximum moves to

\[
E_t=E_i+\frac{kT}{2}\ln\frac{\tau_n}{\tau_p},\qquad G_{\max}=\frac{n_i}{2\sqrt{\tau_n\tau_p}} .
\]

This is again the energy at which \(e_n=e_p\). A defect that captures electrons slowly also emits them slowly, and a level closer to the conduction band compensates.

Let \(\tau_p\) remain \(10^{-6}\) s and let \(\tau_n\) be 100 times longer. The shift is \(0.0125\times\ln100=0.0576\) eV, and the maximum is ten times lower than before, \(6.80\times10^{-10}\) Å\(^{-3}\) s\(^{-1}\). A defect at \(E_i\) would then generate \(n_i/(\tau_n+\tau_p)=1.35\times10^{-10}\) Å\(^{-3}\) s\(^{-1}\), about one fifth of this maximum.

*Residual carriers.* At fixed \(n\) and \(p\) with \(np<n_i^2\), the numerator in part (c) is positive and independent of \(E_t\). The carriers add the constant \(\tau_pn+\tau_np\) to the denominator. A constant does not move the minimum of the denominator, so the best energy is unchanged, although the maximum becomes lower. With equal lifetimes, \(n=0.3\,n_i\) and \(p=0.2\,n_i\), the numerically located peak stays at 0.513 eV. Its height is reduced by the factor \((1-0.06)/(1+0.25)=0.75\).

*Degeneracy.* Let \(E_d\) be the energy needed to add the electron to the defect, and let \(g\) be the number of empty-defect states divided by the number of filled-defect states. The ratio of empty to filled probabilities in equilibrium is \(g\,e^{(E_d-E_F)/kT}\). Comparison with part (b) gives

\[
E_t=E_d+kT\ln g .
\]

For equal lifetimes the maximum, \(E_t=E_i\), therefore lies at \(E_d=E_i-kT\ln g\). If the empty defect has one state and the filled one has two spin states, \(g=\tfrac12\) and the best bare energy is \(0.025\ln2=0.0173\) eV above \(E_i\).

## (g) The dark current

**A depleted layer of width \(W=10^4\) Å receives no carriers through its faces. Electrons and holes drift in opposite directions with the same constant speed \(v=10^{15}\) Å/s. Find the current density for equal lifetimes, and check that the layer is depleted.**

**Solution.** Let electrons drift towards \(z=W\) and holes towards \(z=0\), and neglect diffusion. This requires \(D/v\ll W\) for a diffusion coefficient \(D\); if the faces absorb carriers, the current found below is lowered by the fraction \(2D/(vW)\), which is 2% for \(D=10\) cm\(^2\)/s. In a steady state the pairs generated in each slice must be carried out of it:

\[
\frac{d(vn)}{dz}=G,\qquad -\frac{d(vp)}{dz}=G .
\]

No electrons enter at \(z=0\) and no holes at \(z=W\), so for uniform \(G\)

\[
vn=Gz,\qquad vp=G(W-z).
\]

The particles have opposite charges and opposite velocities, so their electric currents add. With \(e=1\), the magnitude of the current density is

\[
J=v(n+p)=GW=\frac{n_iW}{2\tau\cosh x},
\]

the same at every \(z\). Each generated pair contributes one elementary charge to the external circuit, not two, because the electron and the hole together cross the width once.

The neglect of \(n\) and \(p\) in \(G\) can now be checked. The quantity that had to be small in part (d) is

\[
\frac{n+p}{2n_i\cosh x}=\frac{GW}{2n_iv\cosh x}=\frac{W}{4\tau v\cosh^2x} .
\]

At \(x=0\) it equals \(10^4/(4\times10^{-6}\times10^{15})=2.5\times10^{-6}\). Because \(np\le[(n+p)/2]^2\), the other quantity, \(np/n_i^2\), is at most \([W/(4\tau v\cosh x)]^2\), which at \(x=0\) is the square of this number and is smaller for any other level. The layer is depleted because a carrier crosses it in \(W/v=10^{-11}\) s, far less than the capture lifetime. A numerical solution in which the drifting carriers act back on the generation rate confirms \(J=GW\) to within a relative tolerance of \(10^{-5}\).

For defects at \(E_i\),

\[
J=6.80\times10^{-9}\times10^4=6.80\times10^{-5}\ e\,\text{Å}^{-2}\,\text{s}^{-1},
\]

or \(1.09\times10^{-7}\) A/cm\(^2\). Over the same width, the same number of defects 0.10 eV away from \(E_i\) would give 3.7% of this current.

This is the contribution of one kind of defect in the bulk of the layer, with field-independent emission rates. The speed used, \(10^7\) cm/s, is a saturation speed, which carriers in a silicon-like crystal approach only at fields of \(10^4\) to \(10^5\) V/cm, where part (b) warns that charged defects emit faster; for such defects the current is an underestimate. Carriers diffusing in from neutral regions, generation at surfaces, and tunnelling would add to it. In a junction, \(W\) must be the width over which both conditions of part (d) hold; near the edges, where majority carriers remain, the generation rate is lower. This width can be well below the full depletion width, and it is larger for levels away from \(E_i\), for which the condition \(n+p\ll2n_i\cosh x\) is looser. The numerical output below lists the emission rates, occupations and generation rates on both sides of the maximum.

## Computed values

```
Band gap: 1.000 eV
Thermal energy kT: 0.025 eV
Electron, hole effective mass: 0.3, 0.6 m_e
Defect density Nt: 1.0e-10 angstrom^-3
Capture coefficient c: 1.0e+16 angstrom^3/s
Capture lifetime tau: 1.000e-06 s
Band densities Nc, Nv: 3.9212e-06, 1.1091e-05 angstrom^-3
Intrinsic density ni: 1.3593e-14 angstrom^-3
Intrinsic level Ei above valence top: 0.51300 eV
Ei minus midgap: 0.01300 eV
Et-Ei (eV) | e_n (1/s) | e_p (1/s) | occupation | G (angstrom^-3 s^-1) | G/Gmax
-0.20 | 4.5598e-02 | 4.0519e+05 | 1.0000e+00 | 4.5598e-12 | 6.7093e-04
-0.10 | 2.4896e+00 | 7.4214e+03 | 9.9966e-01 | 2.4888e-10 | 3.6619e-02
-0.05 | 1.8396e+01 | 1.0044e+03 | 9.8201e-01 | 1.8065e-09 | 2.6580e-01
+0.00 | 1.3593e+02 | 1.3593e+02 | 5.0000e-01 | 6.7963e-09 | 1.0000e+00
+0.05 | 1.0044e+03 | 1.8396e+01 | 1.7986e-02 | 1.8065e-09 | 2.6580e-01
+0.10 | 7.4214e+03 | 2.4896e+00 | 3.3535e-04 | 2.4888e-10 | 3.6619e-02
+0.20 | 4.0519e+05 | 4.5598e-02 | 1.1254e-07 | 4.5598e-12 | 6.7093e-04
Numerical peak level: 0.51300 eV
Maximum G: 6.7963e-09 angstrom^-3 s^-1
Maximum G converted: 6.7963e+15 cm^-3 s^-1
Full width at half maximum: 0.06585 eV
G/Gmax at Et=Ei with n=p=0.01 ni: 0.99000
Peak level with n=0.3 ni, p=0.2 ni: 0.51300 eV
Unequal lifetimes, tau_n/tau_p: 100
  peak shift from Ei: 0.05756 eV
  peak G: 6.7963e-10 angstrom^-3 s^-1
Bare-level peak shift for g=1/2: 0.01733 eV
Depleted width W: 1.0e+04 angstrom
Drift speed v: 1.0e+15 angstrom/s
Swept carriers (n+p)/(2 ni): 2.500e-06
Dark current density at Et=Ei: 6.7963e-05 e angstrom^-2 s^-1
Dark current converted: 1.0889e-07 A/cm^2
```
